Orbital magnetization in a Chern-insulator gap and its chiral edge states

**Question**

I am working on the Haldane model, and an exercise asks me to show that the orbital magnetization M varies linearly with the chemical potential μ while μ lies in the gap, with a slope of magnitude C e/h, where C is the Chern number. I am then supposed to account for this by filling edge states in a ribbon.

Three things block me. There are no bulk states in the gap, so why should a bulk quantity change at all when μ moves? The ribbon has edge states on both sides, running in opposite directions, so don't their contributions cancel? And the edge velocity depends on the details of the edge, so how can the slope be universal? I would also like to get the sign right.

**Answer**

The two edge currents do cancel in the total current. They add in the magnetization, because equal and opposite currents on opposite sides form a loop. The velocity drops out because a faster edge state has a proportionally lower density of states. The remaining task is to show that the net number of edge channels is the Chern number, sign included.

**Setting and conventions**

Take spinless, non-interacting electrons of charge −e, with e > 0, at temperature T = 0. The whole sample is in equilibrium, so both edges are filled to the same μ, and μ lies in a bulk gap. M is the z component of magnetic moment per area, in the limit of zero field; in two dimensions its unit is the ampere.

The ribbon is periodic along x with lattice constant a. It has N rows with spacing d, hence width W = Nd, and y = 0 is at its centre. Write k for the wavevector along x. The Bloch Hamiltonian is

H(k) = exp(−ikx) H exp(ikx),

so a hop through a distance Δx carries the factor exp(−ikΔx). For the infinite crystal the same convention is used in both directions. With u the periodic part of the filled Bloch state,

Ω = −2 Im⟨∂ₓu|∂ᵧu⟩,  C = (1/2π) ∫ Ω dkₓdkᵧ,

where ∂ₓ and ∂ᵧ are derivatives with respect to kₓ and kᵧ, and the integral covers the Brillouin zone.

**1. The magnetization of a ribbon**

Let G be the grand potential per unit length. Since M = −∂G/∂B per unit area,

MW = −∂G/∂B at B = 0.

Choose the vector potential Aₓ = −By, whose curl is B along z. For charge −e, k is replaced by k + eAₓ/ħ = k − eBy/ħ. On a bond between sites i and j, y means the midpoint (yᵢ + yⱼ)/2, because that is the average of y along the straight bond. Therefore

∂H/∂B = −(e/ħ) D,  D = ½(y ∂ₖH + ∂ₖH y).

The derivative of G with respect to a level Eₙ is its occupation fₙ, and the derivative of Eₙ with respect to B is ⟨n|∂H/∂B|n⟩. Hence

MW = (e/ħ) ∫ (dk/2π) Σₙ fₙ ⟨n|D|n⟩.  (1)

The k integral runs over one period 2π/a.

This can be read as a statement about currents. The total current is

I = −(e/ħ) ∫ (dk/2π) Σₙ f(Eₙ) ∂ₖEₙ = 0,

because f(E)∂ₖE is the k derivative of a function of E, and the spectrum is periodic in k. Let j(y) be the current density along x, and I(>c) the current flowing above the line y = c. Equation (1) says MW = −∫ y j(y) dy. Since j = −dI(>c)/dc at c = y, and I(>c) vanishes both above and below the ribbon, integration by parts gives

M = −(1/W) ∫ I(>c) dc.  (2)

So M is minus the current of the upper part, averaged over the position of the cut. The average matters: a single cut also slices through microscopic current loops inside the unit cells. Those loops contribute an amount that depends on where the cut is made.

**2. Moving μ inside the gap**

At T = 0, fₙ is 1 for Eₙ < μ and 0 otherwise, so its derivative with respect to μ is δ(μ − Eₙ). In the gap only edge states can have energy μ. Integrating the delta function over k gives a factor 1/|∂ₖE| at each crossing c of an edge band with μ:

W dM/dμ = (e/2πħ) Σ_c ⟨D⟩_c / |∂ₖE|_c.

An edge state is confined near some position y_c, which is close to +W/2 or −W/2. Write y = y_c + (y − y_c). Because ⟨∂ₖH⟩ = ∂ₖE,

⟨D⟩_c = y_c ∂ₖE + r_c,

where r_c involves only distances from the edge and does not grow with W. Let s_c = ±1 be the sign of ∂ₖE. With 2πħ = h,

W dM/dμ = (e/h) [Σ_c s_c y_c + O(1)],

where O(1) means bounded as W grows. The speed has cancelled in the leading term. If an edge band has a maximum or minimum at some μ in the gap, r_c/|∂ₖE| diverges there. The divergence is harmless: integrated over μ, this term becomes an integral of the bounded r_c over k.

Let N_t and N_b be the sums of s_c over the top and bottom edges. As k runs through one period, the number of filled states must return to its initial value, so upward and downward crossings balance:

N_t + N_b = 0.

Then Σ_c s_c y_c = N_t W/2 − N_b W/2 + O(1) = N_t W + O(1), and for a wide ribbon

dM/dμ = N_t e/h.  (3)

This is why the edges do not cancel: they have opposite s, but also opposite y.

The same result follows from counting current. Raising μ by dμ fills a k interval dμ/|∂ₖE| of a top-edge band. Its electrons have velocity ∂ₖE/ħ and charge −e, so

dI_top = −e (∂ₖE/ħ) dμ/(2π|∂ₖE|) = −e s dμ/h.

Summed over top-edge bands this is −N_t e dμ/h. It is the same for every cut through the interior, so (2) gives dM = −dI_top, in agreement with (3). The bulk responds to μ in the sense that a current loop around the sample is a magnetization, even though the added electrons all sit at the edge.

**3. Why N_t = C**

At fixed k the ribbon is a finite chain along y. Let P(k) project onto its states below μ, and let Y(k) = Tr(yP) be the sum of their mean positions. Y changes smoothly between crossings and jumps at them. Both parts can be calculated.

*Smooth part.* A prime denotes d/dk. Differentiating P² = P gives P'P + PP' = P'. Multiplying this by P on both sides gives 2PP'P = PP'P, so PP'P = 0. Then

[[P',P],P] = P'P − 2PP'P + PP' = P'.

Put X = [P',P]. Using the cyclic property of the trace of finite matrices,

Y' = Tr(y[X,P]) = Tr(XPy) − Tr(XyP) = Tr(X[P,y]).

The gain is that [P,y] has elements Pᵢⱼ(yⱼ − yᵢ), which contain no absolute position. P connects only nearby sites, because μ is in the bulk gap and any filled edge state is itself localized. (Choose μ away from an energy at which bands of opposite edges meet.) So Y' is a sum of equal contributions from the interior rows plus a bounded edge correction.

The contribution of one row can be taken from the infinite crystal. There y acts on Bloch amplitudes as i∂/∂kᵧ, so [P,y] becomes −i∂ᵧP. Write Pₓ and Pᵧ for the two derivatives of P. Each row contributes

d ∫ (dkᵧ/2π) tr([Pₓ,P](−iPᵧ)) = d ∫ (dkᵧ/2π) i tr(P[Pₓ,Pᵧ]),

because tr(PₓPPᵧ − PPₓPᵧ) = tr(PPᵧPₓ − PPₓPᵧ) = −tr(P[Pₓ,Pᵧ]).

For one filled band P = |u⟩⟨u|. Normalization gives ⟨∂ₓu|u⟩ = −⟨u|∂ₓu⟩, so

Pₓ|u⟩ = |∂ₓu⟩ − |u⟩⟨u|∂ₓu⟩ = (1 − P)|∂ₓu⟩,

and likewise for Pᵧ. Therefore

i tr(P[Pₓ,Pᵧ]) = i · 2i Im⟨∂ₓu|(1 − P)|∂ᵧu⟩ = −2 Im⟨∂ₓu|∂ᵧu⟩ = Ω.

The term with P dropped out because ⟨∂ₓu|u⟩⟨u|∂ᵧu⟩ is a product of two imaginary numbers and hence real. For several filled bands, i tr(P[Pₓ,Pᵧ]) serves as the definition of the total Ω.

Now integrate over kₓ from 0 to 2π/a, with kᵧ from 0 to 2π/d. This rectangle is one full cell of the reciprocal lattice, so each row contributes d·(1/2π)∫Ω dkₓdkᵧ = dC. For N rows,

smooth change of Y = NdC + O(1) = WC + O(1).

*Jumps.* When a state at y_c crosses μ upward as k increases, it leaves the filled set and Y changes by −y_c. A downward crossing changes Y by +y_c. The total is

−Σ_c s_c y_c = −N_t W + O(1).

*Balance.* H(k + 2π/a) differs from H(k) only by phases on the sites, which do not affect Y. So Y is periodic and the two parts must cancel:

(C − N_t) W = O(1).

C and N_t are integers, so for a wide ribbon this requires N_t = C. Equation (3) becomes

dM/dμ = C e/h,

and, integrated within the gap,

**M(μ) = M(μ₀) + C (e/h)(μ − μ₀).**

Defining the Berry curvature with the opposite sign reverses the sign of C and hence of the written formula, but not the physical slope. With μ in electronvolts the slope is C e²/h per volt, or 38.74 μA per eV for C = 1.

**4. Does the edge affect M itself?**

The slope does not depend on the edge, but one may ask about the constant M(μ₀). Add a potential λ to the top row. Also introduce a small vector potential Aₓ = A that is constant above an interior line y = c and zero below it. Then ∂G/∂A = −I(>c), and ∂G/∂λ = n, the electron number per length on the top row. Equality of mixed derivatives gives

∂I(>c)/∂λ = −∂n/∂A.

Near the top edge, A merely replaces k by k + eA/ħ. Since n is an integral over a full period of k, this shift has no effect, apart from terms exponentially small in the distance from the edge to the cut. So I(>c) is unchanged for interior cuts, and by (2) so is M in a wide ribbon.

**5. A Haldane ribbon in numbers**

Take a honeycomb zigzag ribbon with first-neighbour hopping t₁ = 1 eV, second-neighbour hopping of magnitude t₂ = 0.15 eV, and site energies +0.2 eV on A and −0.2 eV on B. The vectors from A to its B neighbours are (±a/2, a/(2√3)) and (0, −a/√3). The matrix elements of H are +t₁ for first-neighbour hops and +t₂ exp(iφ) for second-neighbour hops. The phase φ is +π/3 for A-to-A hops at angles 0°, 120° and 240° to x. It is reversed for the opposite hops and for the B sublattice. In (1), D scales as a² (a position times a k derivative), the k integral as 1/a, and W as a, so M does not depend on a.

The gap runs from −0.700 to 0.250 eV, with midgap at −0.225 eV, and the bulk eigenvectors give C = 1. At μ = −0.400 eV a ribbon of 32 rows has two crossings:

- top edge: k = 3.035/a, ∂ₖE = +0.68 eV·a, mean position +13.5a;
- bottom edge: k = 3.770/a, ∂ₖE = −0.62 eV·a, mean position −13.3a.

The slopes and positions are taken at the adjacent point of the k grid, about 0.01/a from the crossing, so they are quoted to fewer digits.

So N_t = +1 and N_b = −1, as required. The speeds differ, yet each edge carries one channel. The leading sum is Σ s_c y_c = 13.5a + 13.3a = 26.8a, while W = 32 × (√3/2)a = 27.7a. The difference is an O(1) edge correction of the kind kept above. To remove such corrections, M is obtained by subtracting the sums in (1) for 24 and 32 rows and dividing by the difference in width.

The results, with the current above the centre line of the wider ribbon (the current of each bond being assigned to its midpoint, as in D), are:

μ = −0.425 eV: M = −10.070 μA, I(>0) = +7.748 μA
μ = −0.225 eV: M = −2.321 μA, I(>0) = 0.000 μA
μ = −0.025 eV: M = +5.427 μA, I(>0) = −7.748 μA

From the first and last lines,

ΔM/Δμ = (5.427 + 10.070) μA / 0.400 eV = 38.74 μA/eV,

which is e²/h per volt. The current changes by −15.496 μA over the same interval, so its slope is −38.74 μA/eV.

M and −I(>0) are not equal: M + I(>0) = −2.321 μA on every line (the rounded entries of the first line add to −2.322; the unrounded ones, −10.0695 and +7.7481, give −2.3214). This is the effect of using one cut instead of the average in (2). The offset comes from interior current loops, which do not change while μ stays in the gap. The current at this particular cut vanishes at midgap to the digits shown; I have no derivation of that zero, and the argument uses only differences.

The calculation used kT = 0.02 eV. A thermal occupation is an average of T = 0 occupations over μ with an even weight, −∂f/∂E. Such an average leaves a straight line unchanged, apart from tails that reach the bands and are exponentially small in their distance from μ divided by kT.

The numerical check also tests cases in which the explanation could fail. Reversing the phase gives C = −1 and the opposite slope. Raising the site energies to ±1.2 eV gives an insulator with C = 0 and zero slope. Raising the top row by 0.30 eV moves the top crossing from k = 3.035/a to 2.608/a, while M at midgap stays at −2.321 μA.

**6. Where the result stops**

If μ enters a band, bulk states also appear at energy μ, and the restriction to edge states in step 2 fails. If the edges are held at different chemical potentials μ_t and μ_b, their currents no longer cancel. Relative to equilibrium there is then a net current −C(e/h)(μ_t − μ_b), and the sum in (1) depends on the origin of y. The derivation also assumes a periodic ribbon without interactions; it does not by itself cover disorder or interacting electrons.

Calculated quantities

```
t1 = 1.00 eV, t2 = 0.15 eV, phase = 0.3333 pi
sublattice energy = +/-0.20 eV, kT = 0.02 eV
ribbon rows: 24 and 32; k points: 300
top of lower band    = -0.7000 eV
bottom of upper band = 0.2500 eV
gap = 0.9500 eV, midgap = -0.2250 eV
Chern number C of lower band = 1
e^2/h = 38.7405 microampere per eV
M*W*hbar/e, 24 rows, midgap, dipole sum = -0.199858 eV a
same from grand potential in a field = -0.199858 eV a
edge crossings at mu = -0.4000 eV, 32 rows:
  k = 3.0352 /a, direction +1, <y> = +13.544 a, dE/dk = +0.6823 eV a
  k = 3.7703 /a, direction -1, <y> = -13.294 a, dE/dk = -0.6226 eV a
net upward crossings: top +1, bottom -1
drift of filled states per row / row spacing = 1.00000
least weight in 6+6 outer rows, window states = 0.9999
mu (eV), M (microampere), top-half current (microampere):
  -0.4250  -10.0695  +7.7481
  -0.3250  -6.1955  +3.8740
  -0.2250  -2.3214  +0.0000
  -0.1250  +1.5526  -3.8740
  -0.0250  +5.4267  -7.7481
slope of M = 38.7405 microampere per eV
slope of M / (e^2/h) = 1.000000
largest deviation of M from line = 2.3e-07 microampere
slope of top-half current = -38.7405 microampere per eV
largest net ribbon current = 1.8e-11 microampere
control, reversed phase: mass 0.20 eV, phase -0.3333 pi
  gap -0.7000 to 0.2500 eV, C = -1, slope/(e^2/h) = -1.00000
control, large sublattice energy: mass 1.20 eV, phase 0.3333 pi
  gap -0.7500 to 0.3000 eV, C = 0, slope/(e^2/h) = 0.00000
control, top row raised by 0.30 eV:
  midgap M = -2.3214 microampere (unshifted -2.3214)
  top crossing k (1/a): 3.0352 -> 2.6077
```
